# Direct neutral flux at the centre and corner of a trench floor: test program

```python
"""Direct flux of isotropic neutrals on the floor of an infinite trench.

Result under test, with A = depth/width and fluxes in units of the open flux:
  centre = 1/sqrt(1+4A^2),  corner = 1/(2 sqrt(1+A^2)),
  (centre/corner)^2 = 1 + 3/(1+4A^2), which tends to 1 in deep trenches.
Lengths are in units of the trench width unless a name carries a unit.
x is the distance of a floor point from the left wall.
The independent roads are integration over the mouth and particle simulation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def mouth_integral(left, right, depth, half_length=np.inf):
    """Cosine-law flux from a mouth spanning -left..right about the point.

    The coordinate along the trench is depth*tan(phi)."""
    u = 0.5 * (right - left) + 0.5 * (right + left) * NODES
    phi_max = np.arctan(half_length / depth)
    c2 = np.cos(phi_max * NODES)[:, None] ** 2
    kernel = depth**3 * c2 / (np.pi * (u**2 * c2 + depth**2) ** 2)
    return phi_max * 0.5 * (right + left) * (WEIGHTS @ kernel @ WEIGHTS)


def floor_formula(x, A):
    return 0.5 * (x / np.hypot(x, A) + (1 - x) / np.hypot(1 - x, A))


def centre_formula(A):
    return 1 / np.sqrt(1 + 4 * A**2)


def corner_formula(A):
    return 1 / (2 * np.sqrt(1 + A**2))


def integrated_ratio(A):
    return mouth_integral(0.5, 0.5, A) / mouth_integral(0, 1, A)


# Formulas against integration over the mouth
for A in (0.25, 1.0, 3.0, 10.0, 20.0):
    assert abs(mouth_integral(0.5, 0.5, A) / centre_formula(A) - 1) < 1e-8
    assert abs(mouth_integral(0, 1, A) / corner_formula(A) - 1) < 1e-8
    assert abs(integrated_ratio(A) ** 2 - 1 - 3 / (1 + 4 * A**2)) < 1e-8
    assert 0 < integrated_ratio(A) - 1 < 3 / (8 * A**2)
    for x in (0.1, 0.3):
        assert abs(mouth_integral(x, 1 - x, A) / floor_formula(x, A) - 1) < 1e-8

# Curvature of the floor profile, and positions of its extremes
for A in (0.5, 1.0, 3.0):
    for x in (0.1, 0.3, 0.5):
        h = 0.005
        f = [mouth_integral(x + k * h, 1 - x - k * h, A) for k in (-1, 0, 1)]
        numeric = (f[0] - 2 * f[1] + f[2]) / h**2
        curvature = -1.5 * A**2 * (x / (x**2 + A**2) ** 2.5
                                   + (1 - x) / ((1 - x)**2 + A**2) ** 2.5)
        assert curvature < 0 and abs(numeric / curvature - 1) < 2e-3
    profile = [mouth_integral(x, 1 - x, A) for x in np.linspace(0, 1, 21)]
    assert np.argmax(profile) == 10
    assert min(profile[1:-1]) > max(profile[0], profile[-1])

# Deep-trench rate, from integrated fluxes only
deep_coefficient = 20.0**2 * (integrated_ratio(20.0) - 1)
assert abs(deep_coefficient - 3 / 8) < 1e-3
assert abs(20 * mouth_integral(0.5, 0.5, 20.0) - 0.5) < 1e-3
assert abs(20 * mouth_integral(0, 1, 20.0) - 0.5) < 1e-3
A_one_percent = brentq(lambda A: integrated_ratio(A) - 1.01, 2, 20)
assert abs(A_one_percent - np.sqrt((3 / (1.01**2 - 1) - 1) / 4)) < 1e-4


def simulate(A, reaction, count, seed=7):
    """Trace neutrals in three dimensions with diffuse re-emission.

    Returns direct flux on a central strip and on two corner strips,
    direct floor mean, total floor mean, and fraction taken up."""
    rng = np.random.default_rng(seed)
    x, z = rng.random(count), np.full(count, float(A))
    nx, nz = np.zeros(count), -np.ones(count)
    direct, floor_hits, absorbed = None, 0, 0
    while x.size:
        u, azimuth = rng.random(x.size), 2 * np.pi * rng.random(x.size)
        normal, tangent = np.sqrt(1 - u), np.sqrt(u) * np.cos(azimuth)
        vx, vz = nx * normal + nz * tangent, nz * normal - nx * tangent
        time_x = np.where(vx > 0, 1 - x, -x) / vx
        time_z = np.where(vz > 0, A - z, -z) / vz
        ends = time_z < time_x
        on_floor, escaped = ends & (vz < 0), ends & (vz > 0)
        flight = np.minimum(time_x, time_z)
        x, z = x + vx * flight, z + vz * flight
        x = np.where(ends, x, np.where(vx > 0, 1.0, 0.0))
        z = np.where(on_floor, 0.0, z)
        if direct is None:
            off = np.abs(x[on_floor] - 0.5)
            direct = (np.sum(off < 0.025) / (0.05 * count),
                      np.sum(off > 0.45) / (0.10 * count), off.size / count)
        floor_hits += on_floor.sum()
        reacts = ~escaped & (rng.random(x.size) < reaction)
        absorbed += reacts.sum()
        nx = np.where(ends, 0.0, np.where(vx > 0, -1.0, 1.0))
        nz = np.where(ends, 1.0, 0.0)
        keep = ~escaped & ~reacts
        x, z, nx, nz = x[keep], z[keep], nx[keep], nz[keep]
    return (*direct, floor_hits / count, absorbed / count)


def exchange(A, reaction, n=201):
    """Total incident flux with diffuse re-emission from walls and floor.

    View factors come from crossed strings between surface elements.
    Returns centre, corner, floor mean and fraction taken up."""
    grid = 0.5 * (1 - np.cos(np.pi * np.arange(n + 1) / n))
    px = np.concatenate([np.zeros(n), grid, np.ones(n)])
    pz = np.concatenate([A * (1 - grid[:-1]), np.zeros(n + 1), A * grid[1:]])
    points = px + 1j * pz
    start, end = points, np.roll(points, -1)
    length = np.abs(end - start)

    def gap(p, q):
        return np.abs(p[:, None] - q[None, :])

    view = 0.5 * (gap(start, start) + gap(end, end)
                  - gap(end, start) - gap(start, end))
    np.fill_diagonal(view, 0)
    view /= length[:, None]
    assert np.max(np.abs(view.sum(axis=1) - 1)) < 1e-9
    direct, inner = view[:-1, -1], view[:-1, :-1]
    assert abs(direct[n] - corner_formula(A)) < 3e-4
    assert abs(direct[n + n // 2] - centre_formula(A)) < 3e-4
    total = np.linalg.solve(np.eye(3 * n) - (1 - reaction) * inner, direct)
    floor = slice(n, 2 * n)
    return (total[n + n // 2], total[n], total[floor] @ length[floor],
            reaction * total @ length[:-1])


# Particle simulation against the direct formulas and the exchange solution
mc_centre, mc_corner, mc_mean, mc_total, mc_uptake = simulate(1.0, 0.5, 1500000)
strip_centre = quad(floor_formula, 0.475, 0.525, args=(1.0,))[0] / 0.05
strip_corner = quad(floor_formula, 0, 0.05, args=(1.0,))[0] / 0.05
floor_mean = np.sqrt(2) - 1
assert abs(mc_centre / strip_centre - 1) < 0.025
assert abs(mc_corner / strip_corner - 1) < 0.025
assert abs(mc_mean / floor_mean - 1) < 0.006
half = exchange(1.0, 0.5)
assert abs(mc_total / half[2] - 1) < 0.008
assert abs(mc_uptake / half[3] - 1) < 0.006
for A in (1.0, 10.0):
    coarse, fine = exchange(A, 0.1, 101), exchange(A, 0.1)
    assert max(abs(a / b - 1) for a, b in zip(coarse, fine)) < 5e-3
assert abs(exchange(1.0, 0.0)[1] - 1) < 1e-8


def peaked_flux(x, A, slope):
    """Direct flux when intensity is 1 + slope*cos(angle from vertical)."""
    def integrand(phi, theta):
        mu = np.cos(theta) * np.cos(phi)
        return (1 + slope * mu) * mu * np.cos(phi)
    value = dblquad(integrand, -np.arctan(x / A), np.arctan((1 - x) / A),
                    -np.pi / 2, np.pi / 2)[0]
    return value / (np.pi * (1 + 2 * slope / 3))


def peaked_ratio(uptake):
    slope = 3 * uptake / (4 - 2 * uptake)
    return peaked_flux(0.5, 1.0, slope) / peaked_flux(0, 1.0, slope)


assert abs(peaked_ratio(0.0) - integrated_ratio(1.0)) < 1e-7

# Worked example: rough values for fluorine atoms etching silicon
width_nm, depth_nm, deep_nm = 200.0, 200.0, 2000.0
total_mTorr, fluorine_mTorr, gas_K = 20.0, 2.0, 500.0
fluorine_mass_u, cross_section_nm2 = 18.998, 0.4
length_nm, taper_deg = 2000.0, 1.0
pascal_per_mTorr = const.torr * 1e-3
thermal = const.k * gas_K
mass = fluorine_mass_u * const.atomic_mass
open_flux = (fluorine_mTorr * pascal_per_mTorr
             / np.sqrt(2 * np.pi * mass * thermal)) * 1e-4
free_path_mm = 1e3 * thermal / (np.sqrt(2) * cross_section_nm2 * 1e-18
                                * total_mTorr * pascal_per_mTorr)
A1, A2 = depth_nm / width_nm, deep_nm / width_nm
half_L = 0.5 * length_nm / width_nm
finite_centre = mouth_integral(0.5, 0.5, A1, half_L)
finite_corner = mouth_integral(0, 1, A1, half_L)
spread = A1 * np.tan(np.radians(taper_deg))
taper_centre = mouth_integral(0.5 + spread, 0.5 + spread, A1)
taper_corner = mouth_integral(spread, 1 + spread, A1)
uptake = exchange(A1, 0.1)[3]

print(f"trench width {width_nm:.0f} nm, depths {depth_nm:.0f} and {deep_nm:.0f} nm")
print(f"total pressure {total_mTorr:.0f} mTorr, F atoms {fluorine_mTorr:.0f} mTorr")
print(f"gas temperature {gas_K:.0f} K, F mass {fluorine_mass_u:.3f} u")
print(f"open-surface F flux: {open_flux:.3e} cm^-2 s^-1")
print("direct flux / open flux: A, centre, corner, ratio (dimensionless)")
for A in (1.0, 2.0, 5.0, 10.0, 20.0):
    c, k = centre_formula(A), corner_formula(A)
    print(f"  A={A:4.0f}  {c:.5f}  {k:.5f}  {c / k:.5f}")
for A in (A1, A2):
    print(f"A={A:.0f} direct flux, centre: {open_flux * centre_formula(A):.3e}"
          f", corner: {open_flux * corner_formula(A):.3e} cm^-2 s^-1")
print(f"floor mean of direct flux / open flux, A=1: {floor_mean:.5f}")
print(f"simulated floor mean, A=1: {mc_mean:.4f}")
print(f"simulated central strip: {mc_centre:.4f}, formula {strip_centre:.4f}")
print(f"simulated corner strips: {mc_corner:.4f}, formula {strip_corner:.4f}")
print(f"A^2*(ratio-1) at A=20, integrated: {deep_coefficient:.5f}")
print(f"A at which ratio is 1.01: {A_one_percent:.3f}")
print(f"depth for ratio 1.01 at this width: {A_one_percent * width_nm:.0f} nm")
print("total flux / open flux with re-emission: centre, corner, ratio")
for A, s in ((A1, 1.0), (A1, 0.5), (A1, 0.1), (A2, 0.1)):
    c, k = exchange(A, s)[:2]
    print(f"  A={A:2.0f}, reaction probability {s:.1f}: {c:.3f} {k:.3f} {c / k:.3f}")
print(f"rough collision cross-section: {cross_section_nm2:.1f} nm^2")
print(f"mean free path: {free_path_mm:.2f} mm")
for depth in (depth_nm, deep_nm):
    print(f"depth {depth:.0f} nm / mean free path: {depth * 1e-6 / free_path_mm:.1e}")
print(f"trench length {length_nm:.0f} nm, A=1, mid-length: centre"
      f" {finite_centre:.5f}, corner {finite_corner:.5f},"
      f" ratio {finite_centre / finite_corner:.5f}")
print(f"wall taper {taper_deg:.0f} degree, A=1: centre {taper_centre:.4f},"
      f" corner {taper_corner:.4f}, ratio {taper_centre / taper_corner:.4f}")
print(f"fraction taken up by A=1 trench, reaction probability 0.1: {uptake:.3f}")
print(f"direct ratio, A=1, forward peaking at that uptake: {peaked_ratio(uptake):.4f}")
print(f"direct ratio, A=1, forward peaking at full uptake: {peaked_ratio(1.0):.4f}")
print("done: every assertion held")
```

It prints:

```
trench width 200 nm, depths 200 and 2000 nm
total pressure 20 mTorr, F atoms 2 mTorr
gas temperature 500 K, F mass 18.998 u
open-surface F flux: 7.208e+17 cm^-2 s^-1
direct flux / open flux: A, centre, corner, ratio (dimensionless)
  A=   1  0.44721  0.35355  1.26491
  A=   2  0.24254  0.22361  1.08465
  A=   5  0.09950  0.09806  1.01474
  A=  10  0.04994  0.04975  1.00373
  A=  20  0.02499  0.02497  1.00094
A=1 direct flux, centre: 3.224e+17, corner: 2.549e+17 cm^-2 s^-1
A=10 direct flux, centre: 3.600e+16, corner: 3.586e+16 cm^-2 s^-1
floor mean of direct flux / open flux, A=1: 0.41421
simulated floor mean, A=1: 0.4141
simulated central strip: 0.4484, formula 0.4471
simulated corner strips: 0.3594, formula 0.3615
A^2*(ratio-1) at A=20, integrated: 0.37459
A at which ratio is 1.01: 6.088
depth for ratio 1.01 at this width: 1218 nm
total flux / open flux with re-emission: centre, corner, ratio
  A= 1, reaction probability 1.0: 0.447 0.354 1.265
  A= 1, reaction probability 0.5: 0.576 0.476 1.211
  A= 1, reaction probability 0.1: 0.855 0.809 1.057
  A=10, reaction probability 0.1: 0.168 0.172 0.975
rough collision cross-section: 0.4 nm^2
mean free path: 4.58 mm
depth 200 nm / mean free path: 4.4e-05
depth 2000 nm / mean free path: 4.4e-04
trench length 2000 nm, A=1, mid-length: centre 0.44560, corner 0.35196, ratio 1.26606
wall taper 1 degree, A=1: centre 0.4596, corner 0.3653, ratio 1.2580
fraction taken up by A=1 trench, reaction probability 0.1: 0.248
direct ratio, A=1, forward peaking at that uptake: 1.2760
direct ratio, A=1, forward peaking at full uptake: 1.3072
done: every assertion held
```
